# Thermal Doppler width of a 13.5 nm tin line at 30 eV

**Question**

A hot tin plasma emits a line of rest wavelength $\lambda_0=13.5$ nm. The ions have mean mass $M=118.71$ u, so that $Mc^2=1.1058\times10^{11}$ eV, and temperature $kT=30$ eV. In parts (a) to (c) the ions have a Maxwell velocity distribution with no common motion, the line has no width in the rest frame of an ion, and light leaves the plasma without being reabsorbed. Later parts relax these assumptions one at a time. "Width" means full width at half maximum.

**(a) Derive the line profile in wavelength and its width. [6]**

Let $u$ be the velocity of an ion along the line of sight, positive when it recedes. During one period $\lambda_0/c$ the ion moves away by $u\lambda_0/c$, so successive crests are further apart by that distance:

$$\lambda=\lambda_0\left(1+\frac{u}{c}\right).$$

This is correct to first order in velocity; part (c) examines the next order.

The Maxwell distribution is

$$f(\mathbf v)=\left(\frac{M}{2\pi kT}\right)^{3/2}\exp\left[-\frac{M(v_x^2+v_y^2+u^2)}{2kT}\right].$$

The first-order shift does not depend on $v_x$ or $v_y$, so we integrate over them. Each Gaussian integral gives $\sqrt{2\pi kT/M}$, which leaves

$$f(u)=\frac{1}{s\sqrt{2\pi}}\,e^{-u^2/2s^2},\qquad s=\sqrt{\frac{kT}{M}}.$$

The spread needed is that of one velocity component. The three-dimensional rms speed is $\sqrt3\,s$ and would give too large a width.

Every ion is taken to emit equally towards the observer; the velocity dependence of the received intensity is a relative correction of order $u/c$. Substituting $u=c(\lambda-\lambda_0)/\lambda_0$, whose derivative $du/d\lambda=c/\lambda_0$ is constant, gives

$$I(\lambda)\propto\exp\left[-\frac{(\lambda-\lambda_0)^2}{2\sigma^2}\right],\qquad \sigma=\lambda_0\frac{s}{c}.$$

Half maximum requires $(\lambda-\lambda_0)^2=2\sigma^2\ln2$. The two solutions are separated by $2\sqrt{2\ln2}\,\sigma$, hence

$$\Delta\lambda_D=\lambda_0\sqrt{\frac{8\ln2\;kT}{Mc^2}}.$$

The width vanishes for cold or infinitely heavy ions, as it must.

**(b) Evaluate the width in picometres and in meV. [3]**

$$\frac{kT}{Mc^2}=\frac{30}{1.1058\times10^{11}}=2.713\times10^{-10},\qquad \frac{s}{c}=1.647\times10^{-5}.$$

The one-component velocity spread is therefore $s=4938$ m/s. Multiplying $s/c$ by $2\sqrt{2\ln2}=2.3548$ gives a relative width of $3.879\times10^{-5}$, and

$$\Delta\lambda_D=13\,500\ \text{pm}\times3.879\times10^{-5}=0.524\ \text{pm}.$$

To one figure this is 0.5 pm. Since $E=hc/\lambda$, small widths obey $\Delta E/E=\Delta\lambda/\lambda$ in magnitude. With $E=91.84$ eV the width is 3.56 meV.

Because $\Delta\lambda_D\propto\sqrt T$, a small relative error in temperature produces half that relative error in width.

**(c) Are the second-order Doppler shift and the isotope mixture important? [4]**

With time dilation included, $\lambda=\lambda_0\gamma(1+u/c)$, where $\gamma=(1-v^2/c^2)^{-1/2}$ contains the full speed. Averaged over ions with equal weight, the term in $u$ vanishes by symmetry. Since $\gamma-1\approx v^2/2c^2$ and $\langle v^2\rangle=3kT/M$, time dilation alone gives a mean shift

$$\lambda_0\frac{3kT}{2Mc^2}=5.5\times10^{-6}\ \text{pm},$$

which is negligible. It is not the net shift of the observed line, because other terms are of the same order. Approaching ions send more photons to the observer, with weight about $1-2u/c$. This adds $-2\lambda_0kT/Mc^2$ and turns the photon-weighted mean into a blue shift of $1.8\times10^{-6}$ pm. Recoil of the ion adds a red shift $\lambda_0E/2Mc^2=5.6\times10^{-6}$ pm. All of these are about $10^{-5}$ of the width. A numerical profile built from the three-dimensional Maxwell distribution and the full Doppler relation, with its half-maximum points located directly, also has a width of 0.5236 pm.

Tin has stable isotopes with mass numbers from 112 to 124. Since $\Delta\lambda_D\propto M^{-1/2}$, their widths run from 0.539 pm to 0.512 pm, within about 3 percent of the value for the mean mass.

The isotopes' line centres also differ. Replacing the electron mass $m$ by the reduced mass $mM/(M+m)\approx m(1-m/M)$ scales the transition energy by $1-m/M$, and so the wavelength by $1+m/M$. Between the end isotopes this normal mass shift is

$$\lambda_0m\left(\frac1{M_{112}}-\frac1{M_{124}}\right)=0.0064\ \text{pm}.$$

This is about 1 percent of the thermal width, so neither this shift nor the spread of isotope masses changes the width appreciably. The shifts due to correlated electron motion and to nuclear size are not included in this number.

**(d) The upper level decays at $A=10^{12}$ s⁻¹ to a stable lower level. Electrons with density $n=10^{19}$ cm⁻³ and temperature 30 eV also disturb the emitter, an ion of charge number $Z=10$. Estimate both widths, treating the emitter as a dipole $ed$ with $d$ equal to one Bohr radius, and find the combined width. [10]**

*Natural width.* The population decays as $e^{-At}$, so the field amplitude decays as $e^{-\nu t}$ with $\nu=A/2$. At angular-frequency detuning $\delta$ the spectrum is

$$\left|\int_0^\infty e^{-(\nu+i\delta)t}\,dt\right|^2=\frac1{\nu^2+\delta^2}.$$

It falls to half at $\delta=\pm\nu$, so its full width is $2\nu$. From $\omega=2\pi c/\lambda$, $|d\lambda|=\lambda^2|d\omega|/2\pi c$, and therefore

$$\Delta\lambda_{\rm nat}=\frac{\lambda_0^2A}{2\pi c}=0.097\ \text{pm}.$$

*Collisions.* Write $\kappa=e^2/4\pi\varepsilon_0$. An electron at distance $r$ feels an attraction $Z\kappa/r^2$ towards the ion, while $e$ times its electric field at the ion has magnitude $\kappa/r^2$. The time integral of the latter is thus $\Delta p/Z$, where $\Delta p$ is the electron's momentum change.

For speed $v$ and impact parameter $b$, measure the polar angle $\phi$ from the symmetry axis of the orbit. Angular momentum conservation, $r^2\dot\phi=vb$, gives

$$\Delta p=\int\frac{Z\kappa}{r^2}\cos\phi\,dt=\frac{Z\kappa}{vb}\int_{-\phi_m}^{\phi_m}\cos\phi\,d\phi=\frac{2Z\kappa}{vb}\sin\phi_m .$$

An attractive orbit deflected by $\theta$ sweeps out an angle $\pi+\theta$, so $\phi_m=(\pi+\theta)/2$ and $\sin\phi_m=\cos(\theta/2)$. The speed is the same before and after, so also $\Delta p=2mv\sin(\theta/2)$. Equating the two expressions gives

$$\tan\frac\theta2=\frac{b_{90}}b,\qquad b_{90}=\frac{Z\kappa}{mv^2},\qquad \Delta p=\frac{2mv\,b_{90}}{\sqrt{b^2+b_{90}^2}}.$$

If $\alpha$ is the angle between the dipole and the momentum change, the phase kick is

$$\varphi=\frac{d}{\hbar}\frac{\Delta p}{Z}\cos\alpha=\frac{K\cos\alpha}{\sqrt{b^2+b_{90}^2}},\qquad K=\frac{2d\kappa}{\hbar v}.$$

Using the mean electron speed $v=3.67\times10^6$ m/s, $K=0.0632$ nm and $b_{90}=0.188$ nm. The largest kick is $K/b_{90}=0.34$ rad, small enough to expand $e^{i\varphi}$. Its linear term averages to zero over directions, and the mean loss of coherence per collision is $\langle\varphi^2\rangle/2$, with $\langle\cos^2\alpha\rangle=1/3$.

Collisions with impact parameters between $b$ and $b+db$ occur at a rate $nv\,2\pi b\,db$. Summing up to the Debye length $\lambda_{\rm De}=\sqrt{\varepsilon_0kT/ne^2}=12.9$ nm, beyond which the plasma screens the field, gives

$$\nu_c=nv\int_0^{\lambda_{\rm De}}2\pi b\,\frac{K^2}{6(b^2+b_{90}^2)}\,db
=nv\,\frac{\pi K^2}{6}\ln\left(1+\frac{\lambda_{\rm De}^2}{b_{90}^2}\right).$$

The result is $\nu_c=6.5\times10^{11}$ s⁻¹. Here the field correlation function decays as $e^{-\nu_ct}$. The real part of its one-sided Fourier transform is $\nu_c/(\nu_c^2+\delta^2)$, again of full width $2\nu_c$. In wavelength this is 0.13 pm.

This is an order-of-magnitude estimate. It scales as $d^2$, and it ignores energy gaps between the levels that the field couples. If the gap is large enough for the coupling to oscillate during a slow, distant passage, the effect of that passage largely cancels, and the Debye cutoff then overestimates the contribution of distant electrons. This sets in for gaps above about $\hbar v/\lambda_{\rm De}\approx0.2$ eV. A gap of 1 eV roughly halves the width, and a gap of 10 eV reduces it roughly tenfold. At $10^{20}$ cm⁻³ the same model gives 0.91 pm. The growth is less than tenfold because the Debye length shrinks.

The nearly static fields of neighbouring ions are also left out. At $10^{19}$ electrons per cm³ the ions are about 10 nm apart, and one neighbour with $Z=10$ produces a field of about 0.14 V/nm. Acting on a permanent dipole $ed$ parallel to it, this field would shift the line by 7.6 meV, already more than the thermal width. Many ions have a closer neighbour and feel a field several times stronger. Leaving these fields out is justified only if the levels they couple are far enough apart. The shift is then of second order, roughly the square of the dipole energy divided by the level separation, and this must be small compared with the thermal width. A gap of an electronvolt or more, which would meet this condition comfortably, also reduces the electron width below 0.13 pm, so the combined value below keeps an electron width that is then too large.

*Combination.* For independent processes the decay factors multiply, so the rates, and hence the two Lorentzian widths, add. Convolving the resulting Lorentzian with the thermal Gaussian gives a Voigt profile. Solving numerically for its half-maximum points gives 0.65 pm at $10^{19}$ cm⁻³ for thermal motion, decay and electron collisions together, without the fields of neighbouring ions. The Gaussian also assumes that each ion flies freely for a time of order $\lambda_0/2\pi s\approx0.4$ ps. Here the Coulomb energy of two ions 10 nm apart is 14 eV, about half of $kT$. Ion–ion deflections narrow the thermal profile by several percent (Dicke narrowing), which lowers the combined width to about 0.63 pm.

**(e) Suppose instead that the emitting ions form a thin spherical shell expanding at the ion sound speed. Find the width, neglecting the effects in (d). What temperature would be inferred if it were attributed to thermal motion alone? [6]**

For electrons at constant temperature, the electron pressure is $Zn_ikT$ and the mass density is $Mn_i$, where $n_i$ is the ion density. Neglecting ion pressure, the sound speed is

$$U=\sqrt{\frac{dp}{d\rho}}=\sqrt{\frac{ZkT}{M}}=\sqrt{10}\,s=15.6\ \text{km/s}.$$

Ions at the same temperature, compressed adiabatically with index 5/3, would raise this speed by a factor $\sqrt{1+5/(3Z)}$, about 8 percent; this is left out below.

On a sphere, equal intervals of $\mu=\cos\vartheta$ contain equal areas, so the flow velocity along the line of sight, $U\mu$, is uniformly distributed from $-U$ to $U$. The whole shell is assumed visible. With $x=(\lambda-\lambda_0)/\sigma$ and $R=U/s$,

$$I(x)\propto\frac12\int_{-1}^{1}e^{-(x-R\mu)^2/2}\,d\mu
\propto \operatorname{erf}\frac{x+R}{\sqrt2}-\operatorname{erf}\frac{x-R}{\sqrt2}.$$

For $R\gg1$ the bracket is close to 2 at the centre and close to 1 at $x=R$. The half-maximum points therefore lie near $x=\pm R$, and the width approaches $2\lambda_0U/c=2\times0.703=1.41$ pm. The numerical solution for $R=\sqrt{10}$ is also 1.41 pm. In the opposite limit, $R\to0$, the thermal Gaussian returns.

Attributing this width to thermal motion would give

$$kT_{\rm apparent}=30\ \text{eV}\times\left(\frac{1.41}{0.524}\right)^2\approx220\ \text{eV},$$

about seven times the true ion temperature.

**(f) Return to the purely thermal line, now emitted by a uniform slab with optical depth $\tau_0=10$ at line centre. Find its width. [4]**

Across one narrow line the ratio of emission to absorption is taken as constant, so the emergent intensity is proportional to $1-e^{-\tau}$, with $\tau=\tau_0e^{-x^2/2}$. At half maximum $\tau=\tau_h$, where

$$1-e^{-\tau_h}=\tfrac12(1-e^{-\tau_0})\quad\Rightarrow\quad
\tau_h=-\ln\frac{1+e^{-\tau_0}}2=0.693.$$

Since $x_h=\sqrt{2\ln(\tau_0/\tau_h)}$, compared with $\sqrt{2\ln2}$ for a thin plasma, the broadening factor is

$$\sqrt{\frac{\ln(\tau_0/\tau_h)}{\ln2}}=\sqrt{\frac{\ln(10/0.693)}{0.693}}=1.96.$$

The width becomes 1.03 pm. The centre saturates while the wings continue to grow. The result is therefore sensitive to the shape of the wings: with the Voigt profile of part (d) and the same central depth, the width would be about 1.5 pm. For $\tau_0\to0$, $\tau_h\to\tau_0/2$ and the factor returns to 1.

**(g) Relate these results to a tin-plasma source for extreme-ultraviolet lithography. [3]**

The chosen temperature, charge and density are rough values for a laser-produced tin plasma; all three vary in space and time, and the ion temperature need not equal the electron temperature. The decay rate, dipole length and optical depth are round illustrative values. A real source breaks the assumption of ions without common motion, because the plasma expands. In the shell model this raises the width from 0.52 to 1.41 pm. Real flow is neither a thin shell nor of a single speed, so 1.41 pm indicates a size and is not a prediction for a particular source.

The multilayer mirrors use a band of roughly 2 percent, or 270 pm at 13.5 nm. That is about 500 thermal widths. The tin emission filling this band consists of many lines from several charge states, so its breadth comes from the spread of line positions and not from the thermal broadening of one line. The single-line width still matters for reabsorption: for a fixed number of absorbing ions per unit area along the line of sight and fixed line strength, the area under $\tau(\lambda)$ is fixed, so a broader absorption profile of the same shape has a lower peak optical depth.

The numerical output below lists the values used here.

## Computed results

```
rest wavelength: 13.5 nm
temperature kT: 30.0 eV
mean tin mass: 118.71 u
rest energy M c^2: 1.1058e+11 eV
kT/(M c^2): 2.7130e-10 (no unit)
one-component velocity spread / c: 1.6471e-05 (no unit)
one-component velocity spread: 4938 m/s
factor 2 sqrt(2 ln2): 2.3548 (no unit)
relative FWHM: 3.8787e-05 (no unit)
wavelength standard deviation: 0.2224 pm
Doppler FWHM, formula: 0.5236 pm
Doppler FWHM, 3D gas numerically: 0.5236 pm
photon energy: 91.84 eV
Doppler FWHM in energy: 3.562 meV
mean second-order shift: 5.49e-06 pm
FWHM for mass number 112: 0.5391 pm
FWHM for mass number 124: 0.5123 pm
normal mass shift, 112 to 124: 0.0064 pm
chosen decay rate A: 1.0e+12 1/s
natural FWHM: 0.097 pm
ion charge number: 10 (no unit)
electron density: 1.0e+19 1/cm^3
mean electron speed: 3.666e+06 m/s
chosen dipole length: 0.0529 nm
phase length K: 0.0632 nm
90-degree impact parameter b90: 0.188 nm
Debye length: 12.88 nm
largest collision phase: 0.335 rad
collision dephasing rate: 6.47e+11 1/s
collisional FWHM at 1e19 1/cm^3: 0.13 pm
collisional FWHM at 1e20 1/cm^3: 0.91 pm
Voigt FWHM (thermal+natural+1e19 coll.): 0.65 pm
ion sound speed: 15615 m/s
shift at ion sound speed: 0.703 pm
FWHM with shell expansion: 1.41 pm
chosen central optical depth: 10 (no unit)
optical depth at half maximum: 0.6931 (no unit)
self-absorption broadening factor: 1.962 (no unit)
FWHM with self-absorption: 1.03 pm
2 percent mirror band: 270 pm
band / Doppler FWHM: 516 (no unit)
```
